# Why a potential gradient overestimates the spin-orbit splitting of fluorine

An atomic calculation on fluorine has converged, and the spin-orbit constant $\zeta$ of the 2p shell is needed. One can differentiate the potential already on the grid, or compute two-electron spin-orbit integrals. The first way takes one line of code. It also gives a splitting that is 17% too large with the Hartree potential and 23% too large with a local-density Kohn-Sham potential, relative to the full mean-field value for the same orbitals.

## The belief and its appeal

The belief is that an electron in an atom moves in a screened potential $V(r)$, so that

$$\zeta_{\rm loc}=a\left\langle \frac1r\frac{dV}{dr}\right\rangle,\qquad a=\frac{\alpha^2}{2},$$

where the mean is over the 2p orbital. Hartree atomic units are used, with electron $g$-factor 2.

For one electron in an external electrostatic potential this is the correct leading relativistic result. The Hartree potential contains the screening of the nucleus, and the Kohn-Sham potential contains exchange and correlation as well, so nothing seems to be missing.

But the other electrons are not an external charge distribution. They move, carry spin, and are identical to the electron considered. To order $\alpha^2$ the spin-orbit operator is

$$H=a\sum_i(\nabla_iV_{\rm nuc}\times\mathbf p_i)\cdot\mathbf s_i+a\sum_{i\ne j}\left(\nabla_i\frac1{r_{ij}}\times\mathbf p_i\right)\cdot(\mathbf s_i+2\mathbf s_j).$$

The term with $\mathbf s_i$ is spin-same-orbit: electron $i$ moves through the electric field of $j$. The term with $2\mathbf s_j$ is spin-other-orbit: the moment of $j$ feels the magnetic field made by the motion of $i$. An electrostatic potential knows nothing of the second.

## Fluorine as a filled shell with a hole

I treat the $^2P$ term of $1s^22s^22p^5$ to first order in $H$, with one radial function $R(r)$ for all 2p orbitals. The spin-spin interaction has rank two in spin and cannot split a doublet; scalar terms shift both levels equally.

For a determinant, the two-electron energy is a sum over ordered pairs of direct minus exchange terms, and a spin orbital paired with itself gives zero. The filled configuration $2p^6$ has zero spin, so its spin-orbit energy vanishes. Removing a spin orbital $h$ (orbital number $m$, spin $\sigma=\pm\frac12$) leaves minus the energy of $h$ with the nucleus and with all ten spin orbitals $q$. Write that energy of $h$ as $\zeta m\sigma$.

The state $M_L=1$, $M_S=\frac12$ lacks $m=-1$, $\sigma=-\frac12$, so its energy is $-\zeta/2$. Within the term $H$ acts as $\lambda\,\mathbf L\cdot\mathbf S$, which gives $\lambda/2$ for this state. Hence $\lambda=-\zeta$. Since $\mathbf L\cdot\mathbf S$ equals $\frac12$ for $J=\frac32$ and $-1$ for $J=\frac12$,

$$E_{1/2}-E_{3/2}=\zeta+\tfrac12\zeta=\tfrac32\zeta .$$

Let $A$ be the $z$ component of $\nabla_1r_{12}^{-1}\times\mathbf p_1$, and

$$w(ab|cd)=\iint a^*(1)\,c^*(2)\,A\,b(1)\,d(2).$$

Only $s_z$ contributes: a spin flip of one electron cannot return the same determinant. The pair $h,q$ occurs in both orders, so its direct terms are

$$w(hh|qq)(\sigma_h+2\sigma_q)+w(qq|hh)(\sigma_q+2\sigma_h).$$

Summed over the filled shells, every term with $\sigma_q$ cancels between the two spins. The term $2\sigma_h\sum_q w(qq|hh)$ also vanishes. For a filled shell of density $\rho_s$, $\sum q^*\nabla q=\frac12\nabla\rho_s$, and with $U$ the potential of $|h|^2$ one meets $\int\nabla U\times\nabla\rho_s=\int\nabla\times(U\nabla\rho_s)=0$. The direct other-orbit terms therefore drop out of this sum, and $\sigma_h\sum_q w(hh|qq)$ remains. The sum includes $q=h$, whose direct and exchange terms cancel each other, so "direct" and "exchange" below refer to the filled-shell sum; only the same-orbit and other-orbit totals are independent of this bookkeeping.

Exchange requires parallel spins, so its spin factor is $\sigma_h+2\sigma_h=3\sigma_h$: one part same-orbit, two parts other-orbit. The two orders give $w(hq|qh)$ and its complex conjugate, because $A$ is Hermitian. Their sums are real, as the results below show. With a prime for a sum over spatial orbitals,

$$\zeta m=a\Big[mZ\langle r^{-3}\rangle+\sum_q w(hh|qq)-6{\sum_q}'w(hq|qh)\Big].$$

The last term defines the exchange part $X$ of $\zeta$. One third of $X$ is same-orbit, two thirds other-orbit.

## The three contributions

**Direct screening.** Let $n_i(r)$ be the charge of one electron of shell $i$ inside radius $r$. The filled shells make a spherical potential with $U'=-N/r^2$, $N=2n_{1s}+2n_{2s}+6n_{2p}$. Since $\nabla U\times\mathbf p=(U'/r)\,\mathbf l$, the direct part of $\zeta$ is $-a\langle N/r^3\rangle$.

**Exchange with an s shell.** Take $q=S(r)/\sqrt{4\pi}$ and $h=RY_{1m}$. The multipole expansion of $1/r_{12}$ gives

$$U=\int\frac{q^*h}{r_{12}}=\frac{4\pi}{3}\frac{y_1(r)}{\sqrt{4\pi}}Y_{1m},\qquad y_1=\int\frac{r_<}{r_>^2}SR\,r'^2dr'.$$

Here $\mathbf p$ acts on $q$ and gives $-iS'\hat{\mathbf r}/\sqrt{4\pi}$. With $\nabla U\times\hat{\mathbf r}=-\hat{\mathbf r}\times\nabla U$ and $\mathbf r\times\nabla=i\mathbf l$,

$$\nabla U\times\mathbf p\,q=\frac{iS'}{\sqrt{4\pi}\,r}(i\,\mathbf lU),$$

whose $z$ component is $-mS'U/(\sqrt{4\pi}\,r)$. Multiplying by $h^*$ and integrating gives $w=-\frac m3\int RS'y_1r\,dr$, and the factor $-6a$ yields

$$X_s=2a\int_0^\infty R\,S'\,y_1\,r\,dr .$$

For 1s, $S$ is positive and falls outward, while $R$ and $y_1$ are positive. Exchange with 1s therefore lowers $\zeta$.

**Exchange within 2p.** The sum over $q$ may be taken over real functions $p_k=f x_k$, with $f=\sqrt{3/4\pi}\,R/r$. Split $p_kp_j$ into its spherical part $f^2r^2\delta_{kj}/3$ and a quadrupole. Its potential is then $U_{kj}=B_0\delta_{kj}+B_2x_kx_j$, with

$$B_0=Y_0-\tfrac15Y_2,\quad B_2=\frac{3Y_2}{5r^2},\quad Y_k=\int\frac{r_<^k}{r_>^{k+1}}R^2r'^2dr'.$$

In $\sum_k\nabla U_{kj}\times\nabla p_k$, use $\nabla p_k=f'\hat{\mathbf r}x_k+f\mathbf e_k$ and

$$\nabla U_{kj}=B_0'\hat{\mathbf r}\,\delta_{kj}+B_2'\hat{\mathbf r}\,x_kx_j+B_2(\mathbf e_kx_j+x_k\mathbf e_j).$$

The $B_2'$ term and the $\mathbf e_kx_j$ term give zero after summation, since they contain $\mathbf r\times\mathbf r$ or $\mathbf e_k\times\mathbf e_k$. The rest is

$$\frac{B_0'f}{r}\,\mathbf r\times\mathbf e_j+B_2(rf'+f)\,\mathbf e_j\times\mathbf r=\Big[\frac{B_0'f}{r}-B_2(rf)'\Big]\mathbf r\times\mathbf e_j .$$

Because $\mathbf l\,p_j=-if\,\mathbf r\times\mathbf e_j$, multiplication by $-i$ (from $\mathbf p=-i\nabla$) turns this into $[B_0'/r-B_2(rf)'/f]\,\mathbf l\,p_j$. Also $(rf)'/f=rR'/R$. Thus ${\sum}'w(hq|qh)=mk$ with

$$k=\int\Big[rB_0'R^2-r^3B_2RR'\Big]dr=\int\Big[rY_0'R^2-\tfrac15rY_2'R^2-\tfrac35rY_2RR'\Big]dr.$$

Writing $RR'=\frac12(R^2)'$ and integrating the last term by parts, with vanishing boundary terms,

$$k=\int R^2\Big[rY_0'+\tfrac1{10}rY_2'+\tfrac3{10}Y_2\Big]dr.$$

Now $rY_0'=-n_{2p}/r$. Split $Y_2=r^{-3}I+r^2O$, with $I=\int_0^rR^2r'^4dr'$ and $O=\int_r^\infty R^2dr'/r'$. The derivatives of the integration limits cancel, so $rY_2'=-3r^{-3}I+2r^2O$, and the two $Y_2$ terms add to $\frac12r^2O$. Exchanging the order of integration,

$$\int R^2r^2O\,dr=\int\frac{R^2(r')}{r'}n_{2p}(r')\,dr'=\Big\langle\frac{n_{2p}}{r^3}\Big\rangle .$$

Hence $k=(-1+\frac12)\langle n_{2p}/r^3\rangle$ and $X_{2p}=-6ak=+3a\langle n_{2p}/r^3\rangle$. This exchange raises $\zeta$: the 2p shell screens with weight $6-3=3$.

## What the gradient leaves out

The recipe needs a spherical potential, so the density of the real atom, with its five 2p electrons, is averaged over directions. Gauss's law then gives

$$\zeta_{\rm H}=a\Big\langle\frac{Z-2n_{1s}-2n_{2s}-5n_{2p}}{r^3}\Big\rangle,\qquad \zeta_{\rm H}-\zeta=-X+a\Big\langle\frac{n_{2p}}{r^3}\Big\rangle.$$

Within the 2p shell the Hartree recipe screens too much, with weight 5 instead of 3. An overestimate can arise only if exchange with the s shells outweighs this, which is a matter of numbers.

For restricted Hartree-Fock orbitals, $\langle r^{-3}\rangle=7.544$ bohr$^{-3}$ (7.545 in a larger basis, which shifts $\zeta$ by 0.2 microhartree) and $a=26.626\times10^{-6}$. The nuclear term is $26.626\times9\times7.544=1808$ microhartree. Direct screening contributes $-271-31-95=-397$. Exchange contributes $-243$ from 1s, $+7$ from 2s and $+47$ from 2p, in total $-189$. In microhartree,

$$\zeta=1808-397-189=1222,\qquad \zeta_{\rm H}=1808-397+16=1427 .$$

The splittings $\frac32\zeta$ are 402 and 470 cm$^{-1}$. Of the excess of 205 microhartree, missing other-orbit exchange makes up 126 (62%), missing same-orbit exchange 63 (31%), and the absent sixth 2p electron 16 (8%). The first number is the whole other-orbit term; the last two together, 79, are the error in the same-orbit term. The spin-other-orbit term is thus the largest omission, but not the whole of it.

The numerical check obtains the splitting separately, from pair sums over nine complex spin orbitals. It finds 1833 microhartree, in agreement with $\frac32\zeta$, and confirms the same-orbit and other-orbit parts one by one.

## Why the Kohn-Sham potential does not help

One might hope that $v_{xc}$ supplies the missing exchange. In the local-density approximation its exchange part is proportional to $-\rho^{1/3}$, which rises outward where the density falls. Its gradient therefore adds to the nuclear attraction. With correlation included, and with the spin-unpolarized functional applied to the spherically averaged density, the computed contribution is $+73$ microhartree, whereas true same-orbit exchange contributes $-63$. The result is $\zeta_{\rm KS}=1427+73=1500$ microhartree, a splitting of 494 cm$^{-1}$.

There is no contradiction in this. The potential $v_{xc}$ is built to represent exchange of the Coulomb interaction; spin-orbit exchange contains a different operator, with a derivative acting on the exchanged orbital. Even a potential whose gradient reproduced the whole same-orbit part would leave out the other-orbit $-126$ microhartree and give $1222+126=1348$, still 10% above $\zeta$.

Nor do the orbitals cause the error. With self-consistent local-density orbitals the full mean-field expression gives 420 cm$^{-1}$, the Hartree gradient 490 and the Kohn-Sham gradient 515. The change of orbitals moves the full result by 4%; the errors of the two recipes stay at 17% and 23%.

## When the shortcut is good enough

For a single electron there are no pairs, and the gradient of the nuclear potential suffices. A Hartree potential containing the electron's own repulsion would spoil even that case.

Along a series of ions with fixed configuration and growing $Z$, the orbitals approach hydrogenic ones, whose lengths scale as $1/Z$. Then $Z\langle r^{-3}\rangle$ grows as $Z^4$, while $\langle n_i/r^3\rangle$ and the integral in $X_s$ grow as $Z^3$. The relative error of the Hartree gradient falls as $1/Z$, within the range where an expansion to order $\alpha^2$ is itself adequate. Neutral fluorine is far from that limit.

The remedy is to keep exchange in the mean field: the direct term of the spin-summed density, minus $\frac32$ times each of the two exchange terms formed with that density. The factor $\frac32$ is the spin factor 3 above, divided by the double occupation of each orbital. For $2p^5$ with a common radial function and the filled-shell density, this reproduces the first-order splitting of the configuration. With the spherically averaged five-electron density the 2p weight is $\frac56\cdot3=\frac52$ instead of 3, and $\zeta$ rises by 8 to 1230 microhartree. For shells with at least two electrons and two holes, such as $p^2$ or $p^4$, the pair terms within the open shell do not reduce to a sum over a filled shell, and the mean field becomes an approximation. Electron correlation, higher relativistic orders and the anomalous moment of the electron are left out of the full mean-field value, so 402 cm$^{-1}$ is the reference for judging the recipes, not a prediction of the measured splitting to that accuracy.

## Values computed for the example and the checks

```
FLUORINE, HARTREE-FOCK ORBITALS
total energy: -99.40894 hartree
virial ratio -V/T: 2.000000 (no unit)
a = alpha^2/2: 26.6257 1e-6 (no unit)
<r^-3> of 2p: 7.5444 bohr^-3
zeta, nuclear term: 1807.88 microhartree
zeta, direct 1s^2: -271.46 microhartree
zeta, direct 2s^2: -30.78 microhartree
zeta, direct 2p^6: -94.53 microhartree
zeta, direct sum: -396.77 microhartree
zeta, exchange 1s: -242.97 microhartree
zeta, exchange 2s: 6.59 microhartree
zeta, exchange 2p: 47.27 microhartree
zeta, exchange sum: -189.12 microhartree
zeta, same-orbit exchange: -63.04 microhartree
zeta, other-orbit exchange: -126.08 microhartree
zeta, full: 1221.99 microhartree
zeta, Hartree gradient: 1426.88 microhartree
zeta, added by LDA v_xc gradient: 72.98 microhartree
zeta, Hartree + LDA v_xc gradient: 1499.86 microhartree
Hartree excess in zeta: 204.89 microhartree
  from one missing 2p electron: 15.76 microhartree
  share of other-orbit exchange: 61.5 %
  share of same-orbit exchange: 30.8 %
  share of missing 2p electron: 7.7 %
SPLITTING FROM EXPLICIT PAIR SUMS
nuclear: 2711.83 microhartree
two-electron same-orbit: -689.72 microhartree
two-electron other-orbit: -189.12 microhartree
total: 1832.99 microhartree
1.5 zeta from radial formulas: 1832.98 microhartree
SPLITTINGS 1.5 zeta ON HARTREE-FOCK ORBITALS
full mean field: 402.3 cm^-1
Hartree gradient: 469.7 cm^-1
Kohn-Sham LDA gradient: 493.8 cm^-1
Hartree error: 16.8 %
Kohn-Sham error: 22.7 %
SPLITTINGS 1.5 zeta ON SELF-CONSISTENT LDA ORBITALS
full mean field: 419.5 cm^-1
Hartree gradient: 490.2 cm^-1
Kohn-Sham LDA gradient: 515.0 cm^-1
Hartree error: 16.8 %
Kohn-Sham error: 22.8 %
<r^-3> of 2p, LDA orbitals: 7.8290 bohr^-3
```
